\section*{Direct neutral flux on the sidewall of a deep trench}

\section{Problem}

A long trench of width $w$ has been cut into a flat surface. Its two walls are vertical and parallel. Above the surface is a gas of neutral atoms with number density $n$ and mean speed $\bar v$, and the atoms move with equal probability in every direction. Some of them fly through the open mouth and strike a sidewall.

Find the flux $\Gamma(z)$ that reaches a sidewall at depth $z$ directly from the gas, as a fraction of the flux $\Gamma_0$ on an open flat surface. What is this fraction just inside the mouth, and what is it ten widths down?

The word \emph{flux} means the number of atoms that arrive per unit area of the receiving surface and per unit time. \emph{Direct} means that the atom has hit no wall and no other atom since it entered the trench. The following assumptions are made.
\begin{itemize}
\item The gas at the mouth is uniform and isotropic, and the trench does not disturb it.
\item Inside the trench the atoms fly in straight lines. They are neutral, so electric fields do not bend their paths, and gravity is negligible over such short flights.
\item The trench is much longer than it is wide or deep, so its length may be taken as infinite.
\end{itemize}
Depth is counted from the real opening. If a mask lies on the surface, its thickness is part of $z$.

\section{A first estimate by scaling}

Just inside the mouth, symmetry is enough. A vertical wall can receive atoms from a hemisphere of directions. The horizontal plane of the mouth cuts this hemisphere into an upper and a lower half, which are mirror images. The upper half looks into the gas, and the lower half looks at the opposite wall and the floor, which send no direct atoms. An open surface receives atoms from its whole hemisphere, so the fraction is one half.

Far down, at $z\gg w$, two separate effects reduce the flux.
\begin{enumerate}
\item Seen from the wall, the mouth fills a narrow wedge of directions next to the plane of the wall. The opening angle of the wedge is about $w/z$.
\item Atoms from this wedge graze the wall. A beam that makes a small angle $\beta$ with a surface is spread over a large area, and its flux is reduced by $\sin\beta\approx\beta$. Here $\beta$ is at most about $w/z$.
\end{enumerate}
The product of the two factors gives
\begin{equation}
\frac{\Gamma}{\Gamma_0}\sim\left(\frac{w}{z}\right)^2 .
\label{eq:scaling}
\end{equation}
At ten widths this is $0.01$. The argument fixes the power of $w/z$ but not the number in front of it, and it says nothing reliable at depths comparable with $w$.

\section{Exact solution}

\subsection{Flux from a small cone of directions}

Consider a small surface area $dA$ and atoms that arrive from a small solid angle $d\Omega$, at an angle $\theta$ to the surface normal. In an isotropic gas, a fraction $d\Omega/4\pi$ of all atoms moves in the matching directions. Those with speed $v$ that hit $dA$ during a time $dt$ fill a slanted cylinder of length $v\,dt$ and volume $v\,dt\cos\theta\,dA$. Multiplying by the density, dividing by $dA\,dt$ and averaging over speeds gives
\begin{equation}
d\Gamma=\frac{n\bar v}{4\pi}\cos\theta\,d\Omega .
\label{eq:cone}
\end{equation}
An open surface receives the full hemisphere. With $d\Omega=2\pi\sin\theta\,d\theta$,
\begin{equation}
\int\cos\theta\,d\Omega
=2\pi\int_0^{\pi/2}\sin\theta\cos\theta\,d\theta
=2\pi\cdot\frac12=\pi ,
\end{equation}
and therefore
\begin{equation}
\Gamma_0=\frac{n\bar v}{4\pi}\,\pi=\frac{n\bar v}{4}.
\label{eq:gamma0}
\end{equation}

Inside the trench, equation~(\ref{eq:cone}) still holds for each direction that leads back to the mouth in a straight line, because free flight does not thin out the atoms per unit solid angle. All other directions contribute nothing to the direct flux. Dividing by $\Gamma_0$ gives the fraction
\begin{equation}
f(z)\equiv\frac{\Gamma(z)}{\Gamma_0}
=\frac1\pi\int_{\rm mouth}\cos\theta\,d\Omega .
\label{eq:view}
\end{equation}
The density and the mean speed have dropped out. The fraction depends on geometry alone.

\subsection{Sum over the mouth}

Let $x$ run across the trench from the chosen wall and $y$ along it. The receiving point is at $x=0$, $y=0$, a depth $z$ below the mouth. A mouth element $dx\,dy$ at $(x,y)$ lies at the distance
\begin{equation}
r=\sqrt{x^2+y^2+z^2}.
\end{equation}
The wall normal points along $x$, so $\cos\theta=x/r$. The mouth element is horizontal, and its normal makes an angle with the line of sight whose cosine is $z/r$. Its area as seen from the wall is thus $(z/r)\,dx\,dy$, and
\begin{equation}
d\Omega=\frac{z}{r}\,\frac{dx\,dy}{r^2}.
\end{equation}
Equation~(\ref{eq:view}) becomes
\begin{equation}
f=\frac1\pi\int_0^w dx\int_{-\infty}^{\infty}dy\,
\frac{xz}{(x^2+y^2+z^2)^2}.
\label{eq:double}
\end{equation}

For the integral over $y$, put $a^2=x^2+z^2$ and $y=a\tan t$. Then $dy=a\,dt/\cos^2t$ and $a^2+y^2=a^2/\cos^2t$, so that
\begin{equation}
\int_{-\infty}^{\infty}\frac{dy}{(a^2+y^2)^2}
=\frac1{a^3}\int_{-\pi/2}^{\pi/2}\cos^2t\,dt
=\frac{\pi}{2a^3}.
\end{equation}
This leaves
\begin{equation}
f=\frac12\int_0^w\frac{xz\,dx}{(x^2+z^2)^{3/2}} .
\label{eq:single}
\end{equation}
The derivative of $(x^2+z^2)^{-1/2}$ with respect to $x$ is $-x(x^2+z^2)^{-3/2}$. Hence
\begin{equation}
f=\frac12\left[-\frac{z}{\sqrt{x^2+z^2}}\right]_{x=0}^{x=w}
=\frac12\left(1-\frac{z}{\sqrt{z^2+w^2}}\right).
\label{eq:result}
\end{equation}
The 1 comes from the lower limit, where $z/\sqrt{z^2}=1$ for $z>0$.

\subsection{The same result as an angle}

Let $\beta$ be the angle, in the cross-section of the trench, between the wall and the line from the receiving point to the far edge of the mouth. Then $\cos\beta=z/\sqrt{z^2+w^2}$, and
\begin{equation}
f=\frac{1-\cos\beta}{2}.
\label{eq:angle}
\end{equation}
The integrand has a simple angular form too. Let $\varphi$ be the angle in the cross-section between the wall normal and the line of sight, so that $x=z\cot\varphi$. Then $dx=-z\,d\varphi/\sin^2\varphi$ and $x^2+z^2=z^2/\sin^2\varphi$, and the integrand of (\ref{eq:single}) becomes
\begin{equation}
\frac{xz\,dx}{(x^2+z^2)^{3/2}}
=\frac{\cos\varphi\sin^2\varphi}{z}\,dx
=-\cos\varphi\,d\varphi .
\end{equation}
The minus sign says that $\varphi$ falls as $x$ grows. Each window $d\varphi$ thus supplies the fraction $\frac12\cos\varphi\,d\varphi$, for any long source with straight edges parallel to $y$.

\subsection{The two ends of the trench wall}

As $z\to0$ from inside the trench, (\ref{eq:result}) gives $f\to\frac12$, as symmetry required. The fall from there is quick. The fraction is $\frac14$ when $z/\sqrt{z^2+w^2}=\frac12$, or $4z^2=z^2+w^2$, which gives $z=w/\sqrt3\approx0.58\,w$.

At ten widths,
\begin{equation}
f(10w)=\frac12\left(1-\frac{10}{\sqrt{101}}\right)=0.00248\approx0.0025 .
\end{equation}
The bracket is a small difference of two nearly equal numbers. A form without this cancellation follows with $r_w=\sqrt{z^2+w^2}$:
\begin{equation}
f=\frac{r_w-z}{2r_w}
=\frac{r_w^2-z^2}{2r_w(r_w+z)}
=\frac{w^2}{2r_w(r_w+z)} .
\label{eq:stable}
\end{equation}
Since $r_w>z$, the denominator exceeds $4z^2$, and
\begin{equation}
f<\frac{w^2}{4z^2}.
\label{eq:bound}
\end{equation}
The two sides approach each other at large depth. At ten widths the bound is $0.00250$, which is 0.75\% above the true value.

\subsection{Where the other atoms go}

Atoms enter at the rate $\Gamma_0w$ per unit length of trench. Let the trench have a flat floor at depth $H$. Each entering atom first strikes a wall or the floor. The two walls together receive, per unit length and in units of $\Gamma_0$,
\begin{equation}
2\int_0^Hf\,dz=\left[z-\sqrt{z^2+w^2}\right]_0^H
=H+w-\sqrt{H^2+w^2}.
\end{equation}
The floor gets the rest of $w$, which is $\sqrt{H^2+w^2}-H$. Dividing by the floor width gives the mean direct fraction on the floor,
\begin{equation}
f_{\rm floor}=\frac{\sqrt{H^2+w^2}-H}{w}
=\frac{w}{\sqrt{H^2+w^2}+H}\approx\frac{w}{2H}
\quad(H\gg w).
\label{eq:floor}
\end{equation}
The floor loses one power of $w/H$ and the deep wall loses two. Both see the mouth in a narrow window, but the floor faces it, so the grazing factor is absent. At equal large depth the floor receives about $2H/w$ times the direct flux of the wall.

\section{Comparison of the estimate with the solution}

\begin{center}
\begin{tabular}{cccc}
$z/w$ & $(w/z)^2$ & $f$ & ratio\\
1 & 1 & 0.146 & 6.8\\
2 & 0.25 & 0.0528 & 4.7\\
5 & 0.04 & 0.00971 & 4.1\\
10 & 0.01 & 0.00248 & 4.0
\end{tabular}
\end{center}
The scaling law has the right power at large depth and is too large by a factor that tends to 4. The angular form shows where this factor comes from. With $\beta'=\pi/2-\varphi$ measured from the wall,
\begin{equation}
f=\frac12\int_0^{\beta}\sin\beta'\,d\beta'
\approx\frac12\cdot\frac{\beta^2}{2},\qquad \beta\approx\frac wz .
\end{equation}
The first $\frac12$ is the normalization: a full hemisphere corresponds to $\int_{-\pi/2}^{\pi/2}\cos\varphi\,d\varphi=2$. The second $\frac12$ arises because the grazing factor grows from zero at the near edge of the mouth to $\beta$ at the far edge, so its mean is $\beta/2$. The estimate used its largest value everywhere.

At $z=w$ the mouth is no longer a narrow window, the small-angle argument fails, and the ratio is 6.8.

\section{A trench 100 nm wide}

Take $w=100$ nm, a total depth of 1200 nm, and a wall point at 1000 nm. The gas pressure is 0.020 Torr and the temperature 400 K. One tenth of the gas consists of reactive atoms of mass 20 u. The ideal-gas law gives their density as
\begin{equation}
n=0.1\,\frac{p}{k_BT}=4.83\times10^{13}\ {\rm cm^{-3}},
\end{equation}
and a Maxwellian gas has the mean speed $\bar v=\sqrt{8k_BT/\pi m}=651$ m/s. With (\ref{eq:gamma0}),
\begin{equation}
\Gamma_0=\frac{n\bar v}{4}=7.85\times10^{17}\ {\rm cm^{-2}\,s^{-1}} .
\end{equation}
Just inside the mouth the wall receives half of this, $3.93\times10^{17}\ {\rm cm^{-2}\,s^{-1}}$. At 1000 nm it receives
\begin{equation}
\Gamma=0.00248\,\Gamma_0=1.95\times10^{15}\ {\rm cm^{-2}\,s^{-1}},
\end{equation}
smaller by a factor of about 200. At fixed pressure and composition, $n\propto1/T$ and $\bar v\propto\sqrt T$, so both fluxes vary as $1/\sqrt T$, while their ratio stays the same.

\section{What the direct flux leaves out}

\subsection{Atoms that bounce}

The direct flux is the whole supply if each atom reacts at its first hit. Suppose instead that it reacts with probability $s$ per hit and otherwise leaves the wall diffusely, with the cosine distribution of an isotropic gas. A wall that receives the total flux $F\Gamma_0$ then acts on the opposite wall like a gas of one-sided flux $(1-s)F\Gamma_0$.

A strip of the opposite wall displaced vertically by $u$ is seen at $\sin\varphi=u/\sqrt{u^2+w^2}$. It supplies the weight $\frac12\cos\varphi\,d\varphi=\frac12d(\sin\varphi)$. Differentiation gives
\begin{equation}
\frac12\frac{d}{du}\frac{u}{\sqrt{u^2+w^2}}
=\frac{w^2}{2(u^2+w^2)^{3/2}} .
\end{equation}
The two walls carry the same flux by symmetry. With a floor that absorbs every atom,
\begin{equation}
F(z)=f(z)+(1-s)\int_0^H
\frac{w^2\,F(z')\,dz'}{2[(z-z')^2+w^2]^{3/2}} .
\label{eq:bounce}
\end{equation}
This was solved numerically by dividing each wall into 480 equal strips, taking $F$ as constant on each strip, and solving the resulting linear equations. At 1000 nm the total fraction is $F=0.0056$ for $s=0.5$ and $F=0.042$ for $s=0.1$. These are 2.3 and 17 times the direct fraction. The rate of reaction is proportional to $sF$, which is 0.0028 and 0.0042, against 0.0025 for $s=1$. Among these three values of $s$, a less reactive wall consumes more atoms at this depth, because fewer are lost higher up. The trend must reverse as $s$ falls further: $F$ cannot exceed 1, so $sF$ tends to zero with $s$. In this trench the maximum lies near $s=0.1$; $sF$ is 0.0041 at $s=0.05$ and 0.0018 at $s=0.01$, below its value for $s=1$.

A floor that reflects adds more. By (\ref{eq:floor}) it receives a mean direct fraction of 0.0416. The wall point lies two widths above it and sees it as it would see a mouth two widths away, with weight $f(2w)=0.0528$. If all atoms leave the floor diffusely and its flux is treated as uniform, their first return adds $0.0416\times0.0528=0.0022$, almost as much as the direct flux.

\subsection{Collisions in the gas}

The mean flight length of the direct atoms is the average of $r$ with the weight in (\ref{eq:double}). Since $\int_{-\infty}^{\infty}dy\,(a^2+y^2)^{-3/2}=2/a^2$,
\begin{equation}
\langle r\rangle=\frac{1}{\pi f}\int_0^w\frac{2xz\,dx}{x^2+z^2}
=\frac{z}{\pi f}\ln\left(1+\frac{w^2}{z^2}\right)=1276\ {\rm nm}.
\end{equation}
For a round collision cross-section $\sigma=0.5\ {\rm nm^2}$, the hard-sphere mean free path $1/(\sqrt2\,n_{\rm gas}\sigma)$, with $n_{\rm gas}=p/k_BT$, is $2.9\times10^6$ nm. The factor $\sqrt2$ assumes collision partners of the same mass as the reactive atoms. On that assumption about $4\times10^{-4}$ of the direct atoms collide on the way. Partners of 4 u with the same cross-section would raise this share to about $8\times10^{-4}$, so the assumption of free flight is good here in either case.

\subsection{Finite length and sloping walls}

For a trench 10000 nm long, the $y$ integral in (\ref{eq:double}) ends at $\pm5000$ nm for a point at the middle. Numerical integration then gives a flux 0.33\% lower. Right at an end of the trench, one side of the $y$ range is missing, and the direct flux is about half of its value in a long trench. For the point at 1000 nm depth, it is back to 91\% of that value at a distance of 1000 nm from the end.

Now let both walls lean inward by $\alpha=0.5^\circ$, with the mouth width and the depth of the point held fixed. The point moves inward by $z\tan\alpha$. The angular window still starts at the line of the wall, so (\ref{eq:angle}) holds with
\begin{equation}
\beta=\arctan\left(\frac wz-\tan\alpha\right)+\alpha .
\end{equation}
The first term falls because the far edge is now closer sideways, and the second grows because the wall faces upward. For small $w/z$ and $\alpha$ they nearly cancel, and the flux at 1000 nm rises by 0.16\%.

\subsection{The model beside a real etch}

The example lies in the rough regime of etching silicon trenches with halogen radicals in a low-pressure plasma; the mass is close to that of a fluorine atom. The pressure, temperature and radical fraction are round values, and real processes spread widely around them. They change $\Gamma_0$, but not $f$ as long as the gas at the mouth is isotropic and flight in the trench is free. Of the neglected effects sized above, the largest for $s=0.5$ or less is re-emission of atoms that do not react at the first hit; for $s$ close to 1 it is small. The reaction probability depends on the state of the wall, including any protective film, and for the two values used above and a floor that absorbs every atom, the arriving flux rises by factors of 2.3 and 17. A reflecting floor raises it further: if the floor has the same reaction probability as the walls, the factors become 3.4 and 35. Ions are a separate matter: the sheath drives them nearly straight down, so the isotropic formula does not describe them. Equation~(\ref{eq:result}) therefore gives the line-of-sight part of the neutral supply. To find how many neutral atoms react, re-emission must be added and the total arriving flux multiplied by the reaction probability $s$. An etch rate can also depend on the ions, which this model leaves out.

Numerical values quoted here were computed with a short program.
